# One-Body Density Matrix of the Free Electron Gas and the Fermi-Surface Jump: a program that tests the result

```python
# Result under test (Hartree atomic units, unpolarized free electron gas, T = 0):
#   gamma(r) = 3 n j1(kF r)/(kF r),  n = kF^3/(3 pi^2),
# and its r^-2 tail, -Z kF cos(kF r)/(pi^2 r^2), measures the jump Z of the
# occupation N(k) at the Fermi wavenumber kF (Z = 1 for the free gas).
# gamma: spin-summed one-body density matrix; r: separation; rs: radius of the
# sphere holding one electron; sigma: width of an artificially smeared surface.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.special import erf, spherical_jn

pi = np.pi
bohr_in_angstrom = physical_constants["Bohr radius"][0] * 1e10
nodes, weights = np.polynomial.legendre.leggauss(16)


def integrate(function, a, b, panels=400):
    """Composite Gauss-Legendre quadrature."""
    edges = np.linspace(a, b, panels + 1)
    half = 0.5 * (edges[1] - edges[0])
    points = (edges[:-1] + half)[:, None] + half * nodes[None, :]
    return half * np.sum(function(points) * weights[None, :])


def gamma_from_occupation(occupation, r, breaks):
    """Radial momentum integral, split at the given wavenumbers."""
    total = sum(integrate(lambda k: k * occupation(k) * np.sin(k * r), a, b)
                for a, b in zip(breaks[:-1], breaks[1:]))
    return total / (pi**2 * r)


def gamma_closed(r, kf):
    density = kf**3 / (3 * pi**2)
    return 3 * density * spherical_jn(1, kf * r) / (kf * r)


def gamma_definition(r, kf):
    """Integral over the Fermi sphere with magnitude and angle both numerical."""
    t, w = np.polynomial.legendre.leggauss(100)
    k, wk = 0.5 * kf * (t + 1), 0.5 * kf * w
    values = k[:, None]**2 * np.cos(k[:, None] * r * t[None, :])
    return 2 * 2 * pi / (2 * pi)**3 * np.sum(values * wk[:, None] * w[None, :])


# Model gas
rs = 3.0
n = 3 / (4 * pi * rs**3)
kf = (3 * pi**2 * n)**(1 / 3)
print(f"rs = {rs:.1f} bohr")
print(f"density n = {n:.6e} bohr^-3")
print(f"Fermi wavenumber kF = {kf:.6f} bohr^-1")
assert abs(gamma_definition(0.0, kf) / n - 1) < 1e-12
assert abs(gamma_closed(1e-4, kf) / n - 1) < 1e-8

# First zero of gamma
x_zero = brentq(lambda x: spherical_jn(1, x), 4.0, 5.0)
r_zero = x_zero / kf
assert abs(np.tan(x_zero) - x_zero) < 1e-8
assert abs(gamma_definition(r_zero, kf)) < 1e-11 * n
print(f"first zero: kF r = {x_zero:.5f}, r = {r_zero:.4f} bohr"
      f" = {r_zero * bohr_in_angstrom:.4f} angstrom")

# Plane waves in a finite periodic box, summed explicitly
m = np.arange(-40, 41)
mx, my, mz = np.meshgrid(m, m, m, indexing="ij")
inside = mx**2 + my**2 + mz**2 <= 1600
projection = ((mx + 2 * my + 2 * mz) / 3)[inside]
count = projection.size
radius = (3 * count / (4 * pi))**(1 / 3)
print(f"box sum: {count} occupied plane waves per spin")
print("kF r | gamma/n from box sum | gamma/n closed form")
for x in (2.0, 5.0, 8.0):
    box = np.mean(np.cos(projection * x / radius))
    closed = 3 * spherical_jn(1, x) / x
    assert abs(box - closed) < 4e-3  # finite-box error
    print(f"{x:.1f} | {box:.5f} | {closed:.5f}")

# Closed form, leading tail and smeared Fermi surface
sigma = 0.1 * kf


def smeared(k):
    return 0.5 * (erf((k + kf) / sigma) - erf((k - kf) / sigma))


k_max = kf + 8 * sigma
n_smeared = integrate(lambda k: k**2 * smeared(k), 0, k_max) / pi**2
assert abs(n_smeared / n - 1 - 1.5 * (sigma / kf)**2) < 1e-10
print(f"smearing width sigma = {sigma:.6f} bohr^-1,"
      f" 2/sigma = {2 / sigma:.3f} bohr")
print(f"relative density increase by smearing = {n_smeared / n - 1:.5f}")
print("r (bohr) | kF r | gamma integral | gamma closed | leading tail"
      " | gamma smeared (last four in bohr^-3)")
for r in (2.0, 5.0, 10.0, 20.0, 40.0, 80.0):
    direct = gamma_definition(r, kf)
    closed = gamma_closed(r, kf)
    tail = -kf * np.cos(kf * r) / (pi**2 * r**2)
    soft = gamma_from_occupation(smeared, r, [0, k_max])
    soft_formula = np.exp(-(sigma * r)**2 / 4) * (
        closed + sigma**2 * np.sin(kf * r) / (2 * pi**2 * r))
    assert abs(direct - closed) < 1e-11 * n
    assert abs(soft - soft_formula) < 1e-11 * n
    assert abs(direct - tail) < 1.001 * 3 * n / (kf * r)**3
    print(f"{r:.1f} | {kf * r:.4f} | {direct:.5e} | {closed:.5e}"
          f" | {tail:.5e} | {soft:.5e}")

# Occupation with a reduced jump and a high-momentum tail, same density
a_in, b_out = 0.21, 0.15
Z = 1 - a_in - b_out


def correlated(k):
    q = k / kf
    return np.where(q < 1, 1 - a_in * q**4, b_out * q**-8.0)


n_model = (integrate(lambda k: k**2 * correlated(k), 0, kf)
           + integrate(lambda k: k**2 * correlated(k), kf, 30 * kf)) / pi**2
assert abs(n_model / n - 1) < 1e-6  # momentum cutoff
print(f"model occupation: 1 - {a_in} q^4 inside, {b_out} q^-8 outside,"
      f" q = k/kF, jump Z = {Z:.2f}")
print(f"model density / n = {n_model / n:.6f}")
print("kF r / pi | jump read from tail = -pi^2 r^2 gamma/(kF cos(kF r))")
errors = []
for multiple in (10, 20, 40):
    r = multiple * pi / kf
    g = gamma_from_occupation(correlated, r, [0, kf, 30 * kf])
    jump = -pi**2 * r**2 * g / (kf * np.cos(kf * r))
    errors.append(abs(jump - Z))
    print(f"{multiple} | {jump:.5f}")
assert errors[0] > errors[1] > errors[2] and errors[2] < 3e-3

# Continuous occupation with only a kink at kF: the tail falls as r^-3
print("kink, N = 1 - q^2 inside, 0 outside:")
print("kF r / pi | pi^2 r^2 gamma/kF | pi^2 r^3 gamma/sin(kF r)")
for multiple in (10.5, 20.5, 40.5):
    r = multiple * pi / kf
    g = gamma_from_occupation(lambda k: 1 - (k / kf)**2, r, [0, kf])
    square_scaled = pi**2 * r**2 * g / kf
    cube_scaled = pi**2 * r**3 * g / np.sin(kf * r)
    assert abs(cube_scaled + 2) < 10 / (kf * r)**2
    print(f"{multiple} | {square_scaled:.6f} | {cube_scaled:.5f}")

# Inverse transform: which distances carry the jump of the free gas?
delta, x_split, x_end = 1e-3, 20.0, 1e5


def occupation_part(q, start, stop, intervals):
    """Part of N(q kF) supplied by distances start < kF r < stop."""
    x = np.linspace(start, stop, intervals + 1)
    integrand = x * gamma_closed(x / kf, kf) / kf**3 * np.sin(q * x)
    return 2 * pi / q * simpson(integrand, dx=x[1] - x[0])


near = (occupation_part(1 - delta, 1e-9, x_split, 4000)
        - occupation_part(1 + delta, 1e-9, x_split, 4000))
far = (occupation_part(1 - delta, x_split, x_end, 2000000)
       - occupation_part(1 + delta, x_split, x_end, 2000000))
assert abs(near) < 0.03 and abs(far - 1) < 0.03  # finite delta and range
print(f"inverse transform: drop of N between k/kF = {1 - delta:.3f}"
      f" and {1 + delta:.3f}")
print(f"from kF r < {x_split:.0f}: {near:.4f}")
print(f"from {x_split:.0f} < kF r < {x_end:.0f}: {far:.4f}")
print("OK")
```

Printed output:

```
rs = 3.0 bohr
density n = 8.841941e-03 bohr^-3
Fermi wavenumber kF = 0.639719 bohr^-1
first zero: kF r = 4.49341, r = 7.0240 bohr = 3.7170 angstrom
box sum: 267761 occupied plane waves per spin
kF r | gamma/n from box sum | gamma/n closed form
2.0 | 0.65311 | 0.65310
5.0 | -0.05683 | -0.05705
8.0 | 0.01273 | 0.01262
smearing width sigma = 0.063972 bohr^-1, 2/sigma = 31.264 bohr
relative density increase by smearing = 0.01500
r (bohr) | kF r | gamma integral | gamma closed | leading tail | gamma smeared (last four in bohr^-3)
2.0 | 1.2794 | 7.47665e-03 | 7.47665e-03 | -4.65472e-03 | 7.54500e-03
5.0 | 3.1986 | 2.54229e-03 | 2.54229e-03 | 2.58847e-03 | 2.47579e-03
10.0 | 6.3972 | -6.32437e-04 | -6.32437e-04 | -6.43963e-04 | -5.68803e-04
20.0 | 12.7944 | -1.54986e-04 | -1.54986e-04 | -1.57849e-04 | -1.01378e-04
40.0 | 25.5888 | -3.56735e-05 | -3.56735e-05 | -3.63707e-05 | -6.49687e-06
80.0 | 51.1776 | -6.04275e-06 | -6.04275e-06 | -6.19924e-06 | -5.72332e-09
model occupation: 1 - 0.21 q^4 inside, 0.15 q^-8 outside, q = k/kF, jump Z = 0.64
model density / n = 1.000000
kF r / pi | jump read from tail = -pi^2 r^2 gamma/(kF cos(kF r))
10 | 0.65205
20 | 0.64314
40 | 0.64079
kink, N = 1 - q^2 inside, 0 outside:
kF r / pi | pi^2 r^2 gamma/kF | pi^2 r^3 gamma/sin(kF r)
10.5 | -0.060463 | -1.99449
20.5 | -0.031032 | -1.99855
40.5 | -0.015716 | -1.99963
inverse transform: drop of N between k/kF = 0.999 and 1.001
from kF r < 20: 0.0129
from 20 < kF r < 100000: 0.9816
OK
```
